# The Kondo Resistance Minimum and Its One-Fifth-Power Concentration Law, part 1

(Sections cited here and not found follow in the second part.)

## The logarithm from exchange scattering

A metal that contains a small atomic fraction $c$ of independent magnetic impurities has, to third order in the exchange coupling, a resistance minimum at the temperature

$$
T_{\min}=\left[\frac{c\,g^2J^3S(S+1)\,\Theta^4}{4800\,\zeta(5)\,\lambda}\right]^{1/5}\propto c^{1/5},
$$

provided that the exchange coupling $J$ between impurity spin and conduction electrons is antiferromagnetic and the phonon resistivity follows the Bloch law of a free-electron metal with Debye phonons and no umklapp scattering. Any fifth-power phonon law gives the exponent $1/5$; the numerical prefactor belongs to this model. Here $S$ is the impurity spin, $g$ the density of conduction states per spin direction and per atom, $\Theta$ the Debye energy and $\lambda$ a dimensionless measure of electron-phonon scattering, defined by the phonon relaxation rate $2\pi\lambda T$ at high temperature. The zeta function is $\zeta(5)=\sum_{m\ge1}m^{-5}$. The algebra uses atomic units, $\hbar=m_e=e=1$, and temperatures are energies, $k_B=1$.

The law rests on two temperature dependences. Exchange scattering adds a term $-cB\ln T$ to the relaxation rate, with $B>0$, and phonons add a term $AT^5$. The first falls on heating and is proportional to $c$; the second rises and does not depend on $c$. Their slopes cancel where $5AT^5=cB$, and the fifth root follows. What has to be derived is the logarithm, the fifth power, and the two coefficients.

Consider one impurity at the origin of a crystal of $N$ atoms. Its coupling to the conduction electrons is

$$
H'=\frac{J}{N}\sum_{kk'}\sum_{\sigma\sigma'}\mathbf S\cdot\mathbf s_{\sigma'\sigma}\,c^\dagger_{k'\sigma'}c_{k\sigma},\qquad \mathbf s=\tfrac12\boldsymbol\sigma ,
$$

where $\boldsymbol\sigma$ are the Pauli matrices. With this sign, $J>0$ favours antiparallel spins. The coupling is a contact one: its strength is the same for all $k$ and $k'$. Electron energies $\varepsilon$ are measured from the Fermi level, and the band is taken as flat, with density $g$ for $-D<\varepsilon<D$. No magnetic field acts, so all orientations of the impurity spin have the same energy and scattering is elastic.

To second order the scattering amplitude is the matrix element of $H'+H'(E-H_0)^{-1}H'$ between the states $c^\dagger_{k\sigma}|F\rangle$ and $c^\dagger_{k'\sigma'}|F\rangle$. Here $|F\rangle$ is the Fermi sea, $H_0$ the Hamiltonian without exchange, and $\varepsilon_k=\varepsilon_{k'}=\varepsilon$. The second-order term has two paths through an intermediate orbital $q$.

In the particle path the electron goes from $k$ to an empty orbital $q$ and then to $k'$. The orbital is empty with probability $1-f_q$, where $f$ is the Fermi function, and the energy denominator is $\varepsilon-\varepsilon_q$. The electron and the impurity pass through the two interactions in the same order, so the spin factor is $\sum_{ab}S_aS_b\,s_as_b=(\mathbf S\cdot\mathbf s)^2$.

In the hole path an electron from a filled orbital $q$ first goes to $k'$, and the incoming electron then fills the hole. The intermediate state lies above the initial one by $\varepsilon_{k'}-\varepsilon_q$, so the denominator is $\varepsilon_q-\varepsilon$. The sign of the amplitude follows from the operators. With spin labels suppressed,

$$
c^\dagger_qc_k\,c^\dagger_{k'}c_q\,c^\dagger_k|F\rangle
=c^\dagger_q\,(c_kc^\dagger_k)\,c^\dagger_{k'}c_q|F\rangle
=c^\dagger_qc^\dagger_{k'}c_q|F\rangle=-c^\dagger_{k'}|F\rangle .
$$

In the first equality $c^\dagger_k$ moves left past $c_q$ and $c^\dagger_{k'}$, which gives two sign changes; then $c_kc^\dagger_k=1$ because $k$ is empty. In the last equality one exchange gives the minus sign and $c^\dagger_qc_q=1$. The hole path therefore carries $-f_q/(\varepsilon_q-\varepsilon)=+f_q/(\varepsilon-\varepsilon_q)$, the same denominator as the particle path.

Its spin factor is different. The impurity operator $S_b$ of the first interaction still acts first. The electron line, however, runs from $k$ through $q$ to $k'$, so along that line the second interaction comes before the first. The factor is $\sum_{ab}S_aS_b\,s_bs_a$.

Both factors follow from $s_as_b=\tfrac14\delta_{ab}+\tfrac i2\sum_c\epsilon_{abc}s_c$ and from the commutation rule $\sum_{ab}\epsilon_{abc}S_aS_b=iS_c$. They give

$$
\sum_{ab}S_aS_b\,s_as_b=\frac{S(S+1)}4+\frac i2\,(i\,\mathbf S\cdot\mathbf s)=\frac{S(S+1)}4-\frac12\mathbf S\cdot\mathbf s ,
$$

$$
\sum_{ab}S_aS_b\,s_bs_a=\frac{S(S+1)}4+\frac12\mathbf S\cdot\mathbf s .
$$

The second line differs in sign because $\epsilon_{bac}=-\epsilon_{abc}$.

These two results were tested together with the exchange sign. The second-order matrix elements were computed in an explicit many-electron space for $S=5/2$ and coupling 0.7, with incoming and outgoing levels at 0.3, a filled level at $-1.0$ and an empty level at 1.7, all in one arbitrary energy unit. They agree with the two-path formula to $6\times10^{-16}$.

When the paths are added, the scalar parts have the weight $(1-f_q)+f_q=1$, and the Fermi sea disappears from them. The spin parts have the weight $-\tfrac12[(1-f_q)-f_q]=-\tfrac12(1-2f_q)$, and it remains. A potential scatterer has only the scalar kind of term, because its two interactions commute. That is why ordinary static defects produce no logarithm at this order.

The sum over $q$ becomes $Ng\int d\varepsilon'$, and $1-2f(\varepsilon')=\tanh(\varepsilon'/2T)$. The real spin-dependent amplitude is thus

$$
\frac JN\,\mathbf S\cdot\mathbf s\,[1+gJL(\varepsilon,T)],\qquad
L(\varepsilon,T)=\frac12\,\mathrm P\!\!\int_{-D}^{D}\frac{\tanh(\varepsilon'/2T)}{\varepsilon'-\varepsilon}\,d\varepsilon' ,
$$

where P denotes the principal value. The minus sign of the spin part has been used to reverse the denominator. For an electron at the Fermi level, $\varepsilon=0$, the integrand is positive on both sides of that level and varies as $1/|\varepsilon'|$ between $|\varepsilon'|\sim T$ and the band edge. Each factor of ten in energy contributes equally, and this is the origin of the logarithm.

The rate requires the squared amplitude, averaged over initial spin states and summed over final ones. Since $\mathrm{Tr}\,S_aS_b=(2S+1)\,\delta_{ab}S(S+1)/3$ and $\mathrm{Tr}\,s_as_b=\delta_{ab}/2$,

$$
\frac{\mathrm{Tr}\,(\mathbf S\cdot\mathbf s)^2}{2(2S+1)}=\frac12\sum_a\frac{S(S+1)}3\cdot\frac12=\frac{S(S+1)}4 .
$$

Other terms could contribute at third order in the interactions, and none changes the logarithm. The scalar part of the second-order amplitude multiplies $\mathbf S\cdot\mathbf s$, whose trace is zero. The imaginary part, which comes from $\varepsilon'=\varepsilon$, is a combination of the unit matrix and $\mathbf S\cdot\mathbf s$. It commutes with the first-order amplitude and cancels between the amplitude and its adjoint. If the impurity also has a scalar potential, its interference with the scalar second-order term survives the trace, but that term has lost its Fermi factors and does not depend on temperature. The same holds for the mixed second-order term with one potential and one exchange interaction, because these two commute.

The golden rule contains the factor $2\pi$, the number of impurities $cN$, the density of final states $Ng$, and the squared amplitude. To third order in $J$,

$$
\Gamma_K(\varepsilon,T)=2\pi\,(cN)(Ng)\,\frac{J^2S(S+1)}{4N^2}\,(1+2gJL)=\frac\pi2\,c\,gJ^2S(S+1)\,[1+2gJL(\varepsilon,T)] .
$$

All factors of $N$ cancel. Proportionality to $c$ assumes that the impurities scatter independently: their positions are random, so interference averages out, and their spins are not aligned by one another.

This scattering rate is also the rate at which current relaxes. For elastic scattering the occupation factors combine into $f_k(1-f_{k'})-f_{k'}(1-f_k)=f_k-f_{k'}$, so Pauli blocking drops out. Contact scattering sends electrons equally into all directions, so the scattered electrons carry no average current.

The conductivity contains the lifetime averaged over energy with the weight $-f'(\varepsilon)$, where the prime is a derivative. Write the total rate as a large constant $\Gamma_0$ plus a small part $\delta(\varepsilon)$, and let angle brackets denote the thermal average. Then

$$
\left\langle\frac1{\Gamma_0+\delta}\right\rangle^{-1}\simeq\left[\frac1{\Gamma_0}-\frac{\langle\delta\rangle}{\Gamma_0^2}\right]^{-1}\simeq\Gamma_0+\langle\delta\rangle .
$$

To first order in the small part, the resistivity therefore contains the thermal average of the rate, and what is needed is $\langle L\rangle$.

Integrate the definition of $L$ by parts. For $D\gg T$ and $D\gg|\varepsilon|$ the boundary term is $\tfrac12[\ln(D-\varepsilon)+\ln(D+\varepsilon)]\simeq\ln D$. The derivative of $\tanh(\varepsilon'/2T)$ is $-2f'(\varepsilon')$. Hence

$$
L(\varepsilon,T)=\ln D-\int[-f'(\varepsilon')]\,\ln|\varepsilon'-\varepsilon|\,d\varepsilon' .
$$

With $\varepsilon=Tx$ and $\varepsilon'=Tx'$, the average becomes $\langle L\rangle=\ln(D/T)-\langle\ln|x'-x|\rangle$. The variables $x$ and $x'$ are independent, each with probability density $p(x)=1/[4\cosh^2(x/2)]$. The remaining average is a pure number, so the slope of $\langle L\rangle$ in $\ln T$ is $-1$. The position of the minimum needs no more than this slope. The number itself is needed later, to judge the size of higher orders.

The Fourier transform of $p$ is $I(t)=\int p(x)e^{itx}dx$. Under $x\to x+2\pi i$ the density repeats and the exponential gains the factor $e^{-2\pi t}$, so for $t>0$ the difference $I(1-e^{-2\pi t})$ is $2\pi i$ times the residue at $x=i\pi$. Near that point $p\simeq-1/(x-i\pi)^2$ and the residue is $-ite^{-\pi t}$. Therefore

$$
I(t)=\frac{2\pi te^{-\pi t}}{1-e^{-2\pi t}}=\frac{\pi t}{\sinh\pi t} .
$$

The logarithm has the representation $\ln|z|=\int_0^\infty[e^{-t}-\cos zt]\,dt/t$. It is the real part of $\int_0^\infty(e^{-t}-e^{-wt})\,dt/t=\ln w$, continued to $w=i|z|$. Put $z=x'-x$. The average of $\cos zt$ is $I(t)^2$, and

$$
\langle\ln|x'-x|\rangle=\int_0^\infty\left[\frac{e^{-t}}t-\frac{\pi^2t}{\sinh^2\pi t}\right]dt .
$$

Cut both parts off at a small lower limit $\eta$. Integration by parts gives $\int_\eta^\infty e^{-t}dt/t\to-\ln\eta-\gamma$, where $\gamma=-\int_0^\infty e^{-t}\ln t\,dt$ is Euler's constant. In the second part set $v=\pi t$. An antiderivative of $v/\sinh^2v$ is $-v\coth v+\ln\sinh v$. It tends to $-\ln2$ at infinity and to $-1+\ln(\pi\eta)$ at the lower limit, so the second integral is $1-\ln(2\pi\eta)$. The cut-off cancels in the difference:

$$
\langle\ln|x'-x|\rangle=\ln2\pi-1-\gamma,\qquad \langle L\rangle=\ln\frac D{2\pi T}+1+\gamma .
$$

For $D/T=10^4$ the formula gives 8.94968, and direct principal-value quadrature followed by thermal averaging gives the same five decimals.

The averaged exchange rate is therefore

$$
\Gamma_K(T)=\frac\pi2\,c\,gJ^2S(S+1)\left[1+2gJ\left(\ln\frac D{2\pi T}+1+\gamma\right)\right]=\text{const}-cB\ln T ,
$$

$$
B=\pi g^2J^3S(S+1) .
$$

The odd power of $J$ matters. For antiferromagnetic coupling the rate grows on cooling; for ferromagnetic coupling it falls. The band width $D$ enters only the constant.

The logarithm is a quantum effect of the impurity spin. It exists because components of $\mathbf S$ do not commute, which made the particle and hole paths different. Let $S$ grow while the product $JS$ is held fixed. The second-order rate, proportional to $J^2S(S+1)$, tends to a constant, but $B$ falls as $1/S$. A classical moment of fixed scattering strength gives no logarithm at this order.

The expansion requires $gJ\langle L\rangle$ to be small, and also $\pi^2S(S+1)(gJ)^2$, which measures how close the scattering is to its unitarity limit. It fails on cooling as $T$ approaches the Kondo temperature $T_K\sim De^{-1/gJ}$, where the correction to the amplitude equals its leading term. The logarithm derived here belongs to temperatures well above $T_K$.

Exchange scattering has now been shown to add the term $-cB\ln T$ to the relaxation rate, with $B=\pi g^2J^3S(S+1)$, at temperatures well above $T_K$. It remains to derive the phonon term $AT^5$ with its coefficient, to locate the minimum, and to examine where the one-fifth law holds.
